\section*{Site disorder and the equilibrium density of defects in a glass}

\section*{One energy or many}

\textbf{Q:} I want the equilibrium density of a neutral defect in a glassy interlayer dielectric after an anneal at 700 K. I computed the formation energy at many sites. The values scatter by 0.2 eV about a mean of 1.5 eV. I put the mean into $n=N\exp(-E_0/k_BT)$, with $N$ the density of sites. The scatter goes both ways, so it should average out.

\textbf{A:} It averages out of the energy. The density is an average of something else. Let the glass structure be frozen, so that site $i$ has a fixed formation energy $E_i$, which includes the chemical potential of the atom exchanged with the reservoir. Let each site hold at most one defect, and let defects not interact. I leave out vibrational entropy and internal degeneracy for now. The grand partition function is then a product over sites,
\begin{equation}
Z=\prod_i\left(1+e^{-E_i/k_BT}\right),
\end{equation}
because each site is either empty, with weight 1, or occupied, with weight $e^{-E_i/k_BT}$. The occupation of site $i$ is the second weight divided by the sum of both:
\begin{equation}
f_i=\frac{e^{-E_i/k_BT}}{1+e^{-E_i/k_BT}}.
\end{equation}
If the sites that matter have $E_i\gg k_BT$, the denominator is close to 1. The density is then
\begin{equation}
n=N\left\langle e^{-E/k_BT}\right\rangle ,
\label{eq:average}
\end{equation}
where the brackets are an average over sites. You used the exponential of the average instead.

\textbf{Q:} Sites above the mean hold fewer defects and sites below it hold more. Why don't these changes cancel?

\textbf{A:} They are unequal. Take half the sites at $E_0+\Delta$ and half at $E_0-\Delta$. Then
\begin{equation}
\left\langle e^{-E/k_BT}\right\rangle
=e^{-E_0/k_BT}\,\frac{e^{-\Delta/k_BT}+e^{\Delta/k_BT}}{2}
=e^{-E_0/k_BT}\cosh\frac{\Delta}{k_BT}.
\end{equation}
A high site can lose no more than the few defects it had, while a low site can gain many times that number. The sign of the effect is general in the dilute regime. Put $y=(E-E_0)/k_BT$, so that $\langle y\rangle=0$. The curve $e^{-y}$ lies on or above its tangent $1-y$, hence $\langle e^{-y}\rangle\ge 1-\langle y\rangle=1$. Your formula is therefore a lower bound on the dilute density, whatever the shape of the distribution.

\section*{The Gaussian case}

\textbf{Q:} My histogram looks Gaussian. How large is the correction then?

\textbf{A:} Write $u=E-E_0$ and let $\sigma$ be the standard deviation. The average in Eq.~\eqref{eq:average} is
\begin{equation}
\left\langle e^{-E/k_BT}\right\rangle
=e^{-E_0/k_BT}\int_{-\infty}^{\infty}\frac{du}{\sqrt{2\pi}\,\sigma}
\exp\left(-\frac{u^2}{2\sigma^2}-\frac{u}{k_BT}\right).
\end{equation}
Complete the square in the exponent:
\begin{align}
-\frac{u^2}{2\sigma^2}-\frac{u}{k_BT}
&=-\frac{1}{2\sigma^2}\left(u^2+\frac{2\sigma^2u}{k_BT}\right)\nonumber\\
&=-\frac{1}{2\sigma^2}\left(u+\frac{\sigma^2}{k_BT}\right)^2
+\frac{\sigma^2}{2(k_BT)^2}.
\label{eq:square}
\end{align}
The shifted Gaussian still integrates to 1. With $s=\sigma/k_BT$,
\begin{equation}
n=N e^{-E_0/k_BT+s^2/2}=N e^{-E_{\rm eff}/k_BT},\qquad
E_{\rm eff}=E_0-\frac{\sigma^2}{2k_BT}.
\label{eq:main}
\end{equation}

At 700 K, $k_BT=0.06032$ eV, so $s=0.2/0.06032=3.316$. The lowering is
\begin{equation}
\frac{\sigma^2}{2k_BT}=\frac{0.0400}{0.12064}\ \text{eV}=0.332\ \text{eV},
\end{equation}
and $E_{\rm eff}=1.168$ eV. Take $N=2\times10^{22}$ cm$^{-3}$. The mean energy gives a site fraction of $1.59\times10^{-11}$ and a density of $3.2\times10^{11}$ cm$^{-3}$. Equation~\eqref{eq:main} gives $3.87\times10^{-9}$ and $7.7\times10^{13}$ cm$^{-3}$, or $7.7\times10^{19}$ m$^{-3}$. The ratio is $e^{s^2/2}=244$.

\textbf{Q:} So a typical defect costs 1.17 eV?

\textbf{A:} No. The probability that a defect sits at energy $E$ is proportional to the site distribution times $e^{-E/k_BT}$. Equation~\eqref{eq:square} shows that this product is a Gaussian of the same width $\sigma$, centred at
\begin{equation}
E_{\rm occ}=E_0-\frac{\sigma^2}{k_BT}=0.837\ \text{eV}.
\end{equation}
The occupied sites lie lower than the mean by twice the lowering in $E_{\rm eff}$. The difference is the price of scarcity. Since $E_{\rm eff}=E_{\rm occ}+k_BTs^2/2$,
\begin{equation}
n=\left(Ne^{-s^2/2}\right)e^{-E_{\rm occ}/k_BT}.
\label{eq:scarce}
\end{equation}
The defects behave as if they had a formation energy of 0.837 eV but only $8.2\times10^{19}$ cm$^{-3}$ sites to choose from.

\textbf{Q:} Which of the three energies would an Arrhenius plot show?

\textbf{A:} The energy of the occupied sites, if $E_0$ and $\sigma$ do not change with temperature. That includes holding the chemical potential fixed. With $\beta=1/k_BT$,
\begin{equation}
\ln n=\ln N-\beta E_0+\tfrac12\beta^2\sigma^2,\qquad
-\frac{d\ln n}{d\beta}=E_0-\beta\sigma^2=E_{\rm occ}.
\end{equation}
The tangent to the plot, continued to $\beta=0$, meets the axis at
\begin{equation}
\ln n+\beta E_{\rm occ}=\ln N-\tfrac12\beta^2\sigma^2,
\end{equation}
which is the reduced prefactor in Eq.~\eqref{eq:scarce}. The plot is curved, but over a modest range it can pass for a straight line. The model gives $8.9\times10^{12}$ cm$^{-3}$ at 600 K and $4.8\times10^{14}$ cm$^{-3}$ at 800 K. A line through these two points has a slope of about 0.82 eV. Read as the mean formation energy, it would be wrong by almost 0.7 eV.

\section*{Where the formula stops}

\textbf{Q:} The lowering grows as $1/T$. At low enough temperature $E_{\rm eff}$ would turn negative and $n$ would exceed $N$.

\textbf{A:} The dilute form fails before that. Put $x=e^{-E/k_BT}$. The true occupation is $x/(1+x)$, and the dilute form overestimates it by
\begin{equation}
x-\frac{x}{1+x}=\frac{x^2}{1+x}\le x^2 .
\end{equation}
The average of $x^2=e^{-2E/k_BT}$ follows from the Gaussian result with $1/k_BT$ replaced by $2/k_BT$, which gives $\langle x^2\rangle=e^{-2E_0/k_BT+2s^2}$. Dividing by $\langle x\rangle=e^{-E_0/k_BT+s^2/2}$ bounds the error relative to the dilute density:
\begin{equation}
0\le 1-\frac{n_{\rm true}}{n_{\rm dilute}}\le e^{-E_0/k_BT+3s^2/2}.
\end{equation}
In our example the bound is $2.3\times10^{-4}$, and numerical integration of the full occupation gives an error of $1.8\times10^{-4}$.

Now raise $\sigma$ to 0.3 eV and keep $E_0$ and $T$. The formula gives a lowering of 0.746 eV, so the occupied sites would be centred at $1.5-2(0.746)\approx0.01$ eV. About half of this weight lies at negative energy, where a site is more likely full than empty. Integration gives a true density 0.51 times the dilute one. The mean site fraction is still tiny. It is the sites carrying the defects that are no longer dilute.

\textbf{Q:} And in the two temperature limits?

\textbf{A:} For $\sigma\ll k_BT\ll E_0$, $s$ is small and the sites are dilute, so your formula becomes good; the disorder then changes the density by a relative amount of about $s^2/2$. If $k_BT$ also exceeded $E_0$ by far, every occupation $f_i$ would tend to $1/2$ and $n$ to $N/2$, while your formula would tend to $N$. For $T\to0$, the occupation becomes a step: sites with $E<0$ are full and the others empty. Then $n\to N\Phi(-E_0/\sigma)$, where $\Phi$ is the cumulative distribution of a Gaussian of unit variance. The density stays finite. This limit supposes that equilibrium is kept, which a cold glass may not do.

\section*{The tail and the sample}

\textbf{Q:} The occupied sites are centred 3.3 standard deviations below the mean. I have 100 sites. I may have none there.

\textbf{A:} That is the practical difficulty. First suppose that the Gaussian is cut off $m$ standard deviations below its mean. The cut distribution must be divided by $\Phi(m)$ to stay normalized. In the average, the shifted Gaussian of Eq.~\eqref{eq:square} is centred at $-s\sigma$ and cut at $-m\sigma$, so a part $\Phi(m-s)$ of it survives. The density is multiplied by
\begin{equation}
\frac{\Phi(m-s)}{\Phi(m)}.
\end{equation}
For $m=3$ this is 0.377, and the lowering falls from 0.332 to 0.273 eV. For $m=4$ it is 0.753, with a lowering of 0.314 eV.

A slight skewness matters as much. Let $G$ follow a gamma distribution of shape $\kappa$, whose mean and variance are both $\kappa$, and set $E=E_0\pm\sigma(G-\kappa)/\sqrt\kappa$. The mean and variance of $E$ are unchanged, and its skewness is $\pm2/\sqrt\kappa$. Put $t=\pm s/\sqrt\kappa$. Since $\langle e^{-tG}\rangle=(1+t)^{-\kappa}$ for $t>-1$,
\begin{equation}
\left\langle e^{-(E-E_0)/k_BT}\right\rangle=e^{\kappa t}(1+t)^{-\kappa},
\end{equation}
and the lowering is $k_BT\,\kappa\,[t-\ln(1+t)]$. For small $t$ the bracket is $t^2/2$, which restores the Gaussian result. With $\kappa=100$, the skewness is $\pm0.2$ and $t=\pm0.332$. The lowering is 0.273 eV for the positive sign and 0.430 eV for the negative sign, which has the longer low-energy tail. In the second case saturation also begins to count: integration gives a true density 0.94 times the dilute one.

\textbf{Q:} Could I avoid assuming a shape, and average $e^{-E/k_BT}$ over my 100 sites?

\textbf{A:} You could, but the average would be poor. For $M$ independent sites its relative variance is
\begin{equation}
\frac1M\left(\frac{\langle x^2\rangle}{\langle x\rangle^2}-1\right)
=\frac{e^{s^2}-1}{M},
\end{equation}
because $\langle x^2\rangle/\langle x\rangle^2=e^{2s^2-s^2}$. Here $s^2=10.99$, so this standard error falls to 10\,\% only at about $6\times10^6$ sites. That figure overstates the typical need. The average $\langle x^2\rangle$ is carried by sites centred $2s\approx6.6$ standard deviations below the mean, which even such a sample almost never contains. About $6\times10^5$ sites already bring two samples in three within 10\,\% of the true value, most of them on the low side. Either number is far beyond 100. I drew 20\,000 random samples of 100 sites each from the Gaussian. The median lowering found by direct averaging was 0.266 eV, and 84\,\% of the samples gave less than the true 0.332 eV. A small sample usually misses the rare low sites that dominate the average.

The alternative is to insert the sample mean and sample variance into $E_{\rm eff}$. For a Gaussian these two are independent, with variances $\sigma^2/M$ and $2\sigma^4/(M-1)$. The second enters $E_{\rm eff}$ divided by $2k_BT$, so its variance is divided by $(2k_BT)^2$:
\begin{equation}
\mathrm{var}(E_{\rm eff})=\frac{\sigma^2}{M}+\frac{\sigma^4}{2(M-1)(k_BT)^2}.
\end{equation}
For 100 sites the standard error is 0.051 eV, or a factor of about 2.3 in density. That error does not include a wrong shape of the tail, which your histogram can hardly exclude.

\section*{Does the film reach equilibrium?}

\textbf{Q:} A defect must also find those rare sites. Does it have time?

\textbf{A:} Suppose that defects enter and leave through one open face of the film, and that all hops pass over saddles of the same energy. A deep site is then slow to leave. Its hop rate per direction is $k_{\rm hop}e^{(E_i-E_0)/k_BT}$, where $k_{\rm hop}$ belongs to a site of mean energy. Let $p_i$ be the small occupation and define $g_i=p_ie^{(E_i-E_0)/k_BT}$. The net flow from site $i$ to its neighbour $j$ is
\begin{equation}
J_{ij}=k_{\rm hop}(g_i-g_j).
\end{equation}
The disorder has dropped out of the flow, so $g$ varies smoothly in space at late times. Averaging $p_i=g_ie^{-(E_i-E_0)/k_BT}$ over many nearby sites gives $\bar p=g\,e^{s^2/2}$. For hop length $a$, the flow $k_{\rm hop}(g_i-g_j)$ corresponds to a diffusion coefficient $a^2k_{\rm hop}$ acting on $g$. Expressed through $\bar p$, it becomes
\begin{equation}
D=a^2k_{\rm hop}e^{-s^2/2}.
\end{equation}
The factor that raises the density also slows its approach to equilibrium. In a film of thickness $L$, closed at one face, the slowest mode of this averaged diffusion has the profile $\sin(\pi z/2L)$, with $z$ measured from the open face. The diffusion equation makes it decay at the rate $D(\pi/2L)^2$, so the time is
\begin{equation}
\tau=\frac{4L^2}{\pi^2D}.
\end{equation}

Take $L=100$ nm, $a=0.3$ nm and $k_{\rm hop}=10^{13}\,\text{s}^{-1}\,e^{-E_m/k_BT}$ with a barrier $E_m=1.2$ eV. At 700 K the time without disorder is 1.96 s. With disorder it is $1.96\times244\approx480$ s, or 8 minutes. This is the time scale for most of the density; the deepest sites take longer to fill. At 358 K it is $3.5\times10^8$ s, about 11 years, even without traps. With this assumed barrier a long anneal reaches equilibrium, and the density is then largely frozen in at the temperature of use. How much is lost on the way down depends on the cooling rate.

\section*{Other omissions and the real film}

\textbf{Q:} What about attraction between defects? Low-energy sites may come in clusters.

\textbf{A:} Let neighbouring site energies have correlation $\rho$, and let two adjacent defects gain a binding energy $E_b$. The sum $E_1+E_2$ has mean $2E_0$ and variance $2\sigma^2(1+\rho)$. A site with $z_n$ neighbours then has, per defect,
\begin{align}
z_n\frac{\langle e^{-(E_1+E_2-E_b)/k_BT}\rangle}{\langle e^{-E/k_BT}\rangle}
&=z_n\frac{e^{-2E_0/k_BT+(1+\rho)s^2+E_b/k_BT}}{e^{-E_0/k_BT+s^2/2}}\nonumber\\
&=z_n\frac{n}{N}\,e^{\rho s^2+E_b/k_BT}
\end{align}
bound partners. For $z_n=6$ and $E_b=0.3$ eV this is $3\times10^{-6}$ without correlation and $8\times10^{-4}$ for $\rho=0.5$, if the correlation fades quickly with distance. A larger $E_b$ would raise both figures.

Counting pairs is not enough when whole groups of sites are low together. Take a cube of eight sites with the same energy $E$. Filled, it has 12 bonds, which lower the energy by $12\times0.3/8=0.45$ eV per defect. The full cube is therefore favoured over the empty one when $E<0.45$ eV, which is 5.25 standard deviations below the mean and has a probability of $8\times10^{-8}$. That is about 20 times the site fraction without binding. Clusters would then hold most of the defects, and Eq.~\eqref{eq:main} would be far too low. Correlation alone does not alter Eq.~\eqref{eq:average}, which is an average over single sites.

\textbf{Q:} And entropy and charge?

\textbf{A:} A formation entropy of $3k_B$, equal at all sites, lowers the formation free energy by 0.18 eV. It multiplies your estimate and mine by the same $e^3\approx20$, so their ratio stays 244. A charged state with a mean 1.0 eV higher and a spread of 0.3 eV would have $6\times10^{-5}$ of the neutral density, at a fixed Fermi level. A smaller gap between the means would raise this exponentially, until the lowest charged sites begin to fill up.

\textbf{Q:} May I quote $7.7\times10^{13}$ cm$^{-3}$ for my dielectric?

\textbf{A:} Only as the result of this model. The site density and formation energies are round values meant for an oxygen-deficiency defect in a silica-based film. An anneal near 700 K and a thickness of 100 nm are roughly typical of interconnect processing. A mean of 1.5 eV supposes strongly reducing conditions; in oxygen-rich surroundings it would be several eV higher, and each added eV cuts the density by about $10^7$. The assumption most open to doubt is equilibrium. The migration barrier of 1.2 eV was chosen only to illustrate the kinetics, and a neutral oxygen vacancy in silica is expected to have a much higher one. With a barrier of 2 eV the model would already need about 9 years at 700 K. Deposition, plasma exposure and curing can create defects that the anneal does not remove, and this model cannot say how many. If equilibrium did hold at 700 K and was kept down to 600 K during very slow cooling, the density would fall by a factor of about 9 at fixed chemical potential. In a real atmosphere the chemical potential also changes with temperature, which alters this factor. Even with the 1.2 eV barrier, the time $\tau$ at 600 K is about 27 hours, and the deepest sites lag further behind it than at 700 K. Porosity, carbon and hydrogen can also change the distribution of site energies, and the skewed examples show how strongly its low tail counts.

\textbf{Q:} Then what should I report from my calculations?

\textbf{A:} Report the mean, the spread and the temperature, and say what you assume about the low tail. The mean describes the site population. The equilibrium density needs the Boltzmann average, and when that average rests on sites you have not sampled, its uncertainty belongs beside the number.
